# How a 5 percent opposing stray field shortens magnetic bit retention

**Question**

I am working on a problem about thermal reversal of a magnetic memory bit. The bit is a single macrospin with uniaxial anisotropy and an energy barrier of $60\,kT$. A stray field equal to 5 percent of the anisotropy field opposes the stored direction. I have to show that the Boltzmann factor shortens the retention time roughly 350-fold.

My attempt was this: 5 percent of the field should remove 5 percent of the barrier, which is $3\,kT$, so the retention should drop by $e^3\approx 20$. That is far from 350. Where does the rest come from? And may I look at the exponential alone, or does the attempt rate in front of it change as well?

**Answer**

The barrier loses almost 10 percent, not 5, because of how the anisotropy field is related to the barrier energy. The attempt rate does change, but by about 5 percent. Both follow from the energy of the bit.

**The energy and the anisotropy field**

Let the moment have fixed magnitude $\mu$ and make an angle $\theta$ with its stored direction, which lies along the easy axis. Without a field the energy is $E_b\sin^2\theta$, with $E_b=\Delta\,kT$ and $\Delta=60$. I take "opposes" to mean that the stray field $B_s$ is antiparallel to the stored moment. The magnetic energy $-\boldsymbol\mu\cdot\mathbf B$ is then $+\mu B_s\cos\theta$, and

$$E=E_b\sin^2\theta+\mu B_s\cos\theta .$$

The anisotropy field $B_K$ is the opposing field at which the stored state stops being a minimum. For small $\theta$, $\sin^2\theta\approx\theta^2$ and $\cos\theta\approx1-\theta^2/2$, so

$$E\approx\mu B_s+\left(E_b-\tfrac12\mu B_s\right)\theta^2 .$$

The bracket vanishes at $B_s=B_K=2E_b/\mu$. This factor of 2 is what your estimate lacks. With $h=B_s/B_K$ we have $\mu B_s=2hE_b$, and with $u=\cos\theta$,

$$\varepsilon(u)\equiv\frac{E}{kT}=\Delta(1-u^2)+2h\Delta u .$$

**The barrier**

The stationary points follow from

$$\frac{d\varepsilon}{d\theta}=2\Delta\sin\theta\cos\theta-2h\Delta\sin\theta=2\Delta\sin\theta\,(\cos\theta-h)=0 .$$

For $0\le h<1$ there are two wells, at $\theta=0$ and $\theta=\pi$, and a top at $\cos\theta=h$. Completing the square shows that this is a maximum and gives its height:

$$\varepsilon(u)=\Delta(1+h^2)-\Delta(u-h)^2 .$$

The stored state has $\varepsilon(1)=2h\Delta$. The barrier seen from it is therefore

$$\Delta(1+h^2)-2h\Delta=\Delta(1-h)^2 .$$

For $h=0.05$ the well rises by $2h\Delta=6$, while the top rises by $h^2\Delta=0.15$. The top moves from the equator to $87.13^\circ$, slightly towards the stored direction. The barrier becomes

$$60\times0.95^2=54.15,$$

a loss of $5.85\,kT$. If the attempt rate is held fixed, retention is proportional to the exponential of the barrier, and it is shortened by

$$e^{\Delta(2h-h^2)}=e^{5.85}\approx347 .$$

This is the requested factor. The linear term alone would give $e^6\approx403$. Although $h^2$ is small, it is multiplied by 60 and then exponentiated, so it should be kept.

**Does the attempt rate change?**

To answer this we need the dynamics. The unit vector $\mathbf m$ along the moment obeys the Gilbert equation

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m},$$

where $\gamma>0$ is the gyromagnetic ratio, $\alpha$ the damping, and $\mathbf B$ the effective field. Take the cross product of $\mathbf m$ with this equation. Since $\mathbf m\cdot\dot{\mathbf m}=0$, we have $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$, so

$$\mathbf m\times\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf B)-\alpha\dot{\mathbf m}.$$

Inserting this in the first equation gives

$$(1+\alpha^2)\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B-\alpha\gamma\,\mathbf m\times(\mathbf m\times\mathbf B).$$

Here $\mathbf B=-(1/\mu)(dE/du)\,\hat{\mathbf z}$ points along the easy axis. The first term has no $z$ component: it is precession at constant $u$. In the second, $\mathbf m\times(\mathbf m\times\hat{\mathbf z})=u\mathbf m-\hat{\mathbf z}$, whose $z$ component is $u^2-1$. Hence

$$\dot u=-a(1-u^2)\frac{dE}{du},\qquad a=\frac{\alpha\gamma}{(1+\alpha^2)\mu}.$$

Thermal agitation adds isotropic diffusion on the sphere, with constant $D$. Let $W(u)$ be the probability per unit $u$. Equal intervals of $u$ cover equal areas of the sphere, so equilibrium requires $W\propto e^{-\varepsilon}$. The diffusive current through a circle of latitude carries one factor $\sin\theta$ from the circumference and another from $d/d\theta=-\sin\theta\,d/du$, which together make $1-u^2$. The total current towards larger $u$ is

$$J=-(1-u^2)\left(a\frac{dE}{du}W+D\frac{dW}{du}\right).$$

It must vanish for $W\propto e^{-\varepsilon}$, where $dW/du=-(1/kT)(dE/du)W$. This fixes $D=a\,kT$, and the current can be written

$$J=-D(1-u^2)e^{-\varepsilon}\frac{d}{du}\left(e^{\varepsilon}W\right).$$

Now imagine many identical bits. Feed them in at $u=1$ at a steady rate $R$, and remove each one at a point $u_b$ well beyond the top, on the slope towards the other well. The number present equals $R$ times the mean time $\tau$ each one stays. In the steady state $J=-R$ between $u_b$ and 1. With $W(u_b)=0$, integration gives

$$e^{\varepsilon(v)}W(v)=\frac RD\int_{u_b}^{v}\frac{e^{\varepsilon(s)}}{1-s^2}\,ds .$$

Multiply by $e^{-\varepsilon(v)}$, integrate over $v$ to obtain the number present, divide by $R$, and exchange the order of integration:

$$D\tau=\int_{u_b}^{1}ds\,\frac{e^{\varepsilon(s)}}{1-s^2}\int_s^1dv\,e^{-\varepsilon(v)} .$$

For a high barrier, the outer integral comes mainly from $s$ near the top and the inner one from $v$ near the stored state. Put $v=1-x$. Then

$$\varepsilon=2h\Delta+2\Delta(1-h)x-\Delta x^2 .$$

Dropping the $x^2$ term, since $x$ is of order $1/\Delta$, gives

$$\int_s^1dv\,e^{-\varepsilon(v)}\approx\frac{e^{-2h\Delta}}{2\Delta(1-h)} .$$

Near the top, the completed square gives a Gaussian of area $\sqrt{\pi/\Delta}$, and $1-s^2\approx1-h^2$. Therefore

$$D\tau\approx\sqrt{\frac{\pi}{\Delta}}\;\frac{e^{\Delta(1-h)^2}}{2\Delta(1-h)(1-h^2)} .$$

Equivalently, $1/\tau=f e^{-\Delta(1-h)^2}$. Since $2D\Delta=2aE_b=\alpha\gamma B_K/(1+\alpha^2)$, the attempt rate is

$$f=\frac{\alpha\gamma B_K}{1+\alpha^2}\sqrt{\frac{\Delta}{\pi}}\,(1-h)(1-h^2).$$

The factor $1-h$ reflects the shallower slope of the energy at the stored state: the well is wider in $u$, so a smaller share of its population is near the top. The factor $1-h^2$ comes from the displacement of the top away from the equator. At fixed temperature and material parameters, the ratio of attempt rates with and without the field is

$$0.95\times(1-0.0025)=0.9476 .$$

Fewer attempts lengthen retention slightly, so the full shortening is $347.2\times0.9476\approx329$. Numerical evaluation of the double integral, without the high-barrier approximation, also gives 329 after rounding. As a separate check, I took $\Delta=12$ and $h=0.05$ and found the slowest decay rate of the discretised diffusion equation. It agreed with the sum of the forward and backward escape rates obtained from the double integral to better than 0.1 percent, for any removal point $u_b$ between $-0.7$ and $-0.95$.

So "roughly 350" is right for the Boltzmann factor, and about 330 is the change of the mean retention time in this model.

**If the bit is stored the other way**

A bit parallel to the same field is described by $h\to-h$. Its barrier rises to $\Delta(1+h)^2=66.15$, and its retention lengthens by

$$\frac{e^{6.15}}{1.05\times0.9975}\approx450 .$$

The stray field thus makes one stored value fragile and the other more stable. The gain and the loss differ mainly because the $h^2\Delta$ term raises the barrier in both cases.

**What this means for a memory**

Take a disc 30 nm across and 2 nm thick, with magnetisation 1000 kA/m, damping 0.01 and temperature 300 K, and treat it as a single macrospin, an idealisation examined at the end. Its volume is $1414\ \mathrm{nm^3}$ and its moment is $1.414\times10^{-18}\ \mathrm{A\,m^2}$. The barrier is $60\times25.85\ \mathrm{meV}=1.55\ \mathrm{eV}$. From $B_K=2E_b/\mu$ the anisotropy field is 352 mT, so the stray field is $0.05\times352\approx17.6$ mT.

The attempt rate without the field is $2.7\times10^9\ \mathrm{s^{-1}}$. The mean retention time from the double integral is $1.36\times10^9$ years without the field and $4.14\times10^6$ years with it. The high-barrier formula gives values about 2 percent shorter ($1.34\times10^9$ and $4.07\times10^6$ years), a correction of relative order $1/\Delta$ that nearly cancels in the ratio. Both look harmless for one bit, but a memory has many. For identical, independent bits and a storage time $t\ll\tau$, each bit flips with probability close to $t/\tau$. Among $10^9$ bits in 10 years, the expected number of flips without the field is

$$10^9\times\frac{10}{1.36\times10^9}\approx7 .$$

If all the bits oppose the field, it is

$$10^9\times\frac{10}{4.14\times10^6}\approx2400 .$$

Real bits are not identical, and the weakest ones dominate the count. If the barrier energies follow a normal distribution with a standard deviation of 5 percent, at fixed moment and stray field, the two numbers rise to about 500 and 150 000.

**How far to trust the factor**

The formula needs $\Delta(1-h)^2\gg1$. As $h\to1$ the barrier disappears, and the bit no longer waits in a well for a rare thermal event.

The factor also depends on temperature. At $85\,^\circ\mathrm C$ (358 K), with barrier energy and moment held fixed, $\Delta$ falls to $60\times300/358.15=50.26$. The field's Boltzmann factor is then $e^{50.26\times0.0975}\approx134$, which is smaller than at 300 K. The retention itself is much worse: about 690 years with the field. If heating also removed 10 percent of the barrier energy at the same $h$, the exponential would cost another factor of 93. The attempt rate, proportional to $B_K\sqrt\Delta$, would fall by the factor $0.9^{3/2}\approx0.85$ at fixed moment, leaving roughly 9 years. Keeping $h$ the same means that the stray field weakens along with $B_K$. If the stray field stays unchanged instead, $h$ rises to 0.056 and about 5 years remain.

The direction of the field matters as well. Suppose it is tilted by $\psi$ from the opposing axis. The lowest crossing lies on the side towards which the transverse component pulls, where

$$\frac{\varepsilon}{\Delta}=\sin^2\theta+2h\cos\psi\cos\theta-2h\sin\psi\sin\theta .$$

Near the stored state $\theta$ is of order $h$, so to second order this is $\theta^2+2h\cos\psi-2h\theta\sin\psi$. Its minimum, at $\theta=h\sin\psi$, is $2h\cos\psi-h^2\sin^2\psi$. Near the equator put $\theta=\pi/2-\delta$, which gives $1-\delta^2+2h\delta\cos\psi-2h\sin\psi$. Its maximum, at $\delta=h\cos\psi$, is $1-2h\sin\psi+h^2\cos^2\psi$. The difference is

$$\frac{\text{barrier}}{\Delta}\approx1-2h(\cos\psi+\sin\psi)+h^2 .$$

A tilt of $10^\circ$ at the same field strength lowers the barrier to $53.2\,kT$, and the Boltzmann factor alone becomes about 900. That number should not be read as the change in retention. For an axial field the top is a ring of equal energy around the sphere. The tilt turns it into a pass about $1\,kT$ below the ring's mean energy, so the attempt rate changes too, in a way not derived here.

**Comparison with a real device**

These parameters are rough values for the free layer of a perpendicular magnetic tunnel junction, where neighbouring magnetic layers can supply the stray field. If a single interface provides the anisotropy, it must supply about $1.3\ \mathrm{mJ/m^2}$ at this thickness, most of it to overcome the shape anisotropy of the disc. The assumption most open to doubt is that the whole disc turns together, since a domain wall may sweep across it instead. In a wall, exchange and anisotropy energy densities balance, $A(d\theta/dx)^2=K\sin^2\theta$ with $K=E_b/V$, where $V$ is the disc's volume. The energy per area is then $\int_0^\pi2\sqrt{AK}\sin\theta\,d\theta=4\sqrt{AK}$. With a rough exchange stiffness $A=10$ pJ/m, a straight wall across the full diameter costs $76.8\,kT$. With the axial stray field, the highest energy along the sweep is $71.2\,kT$. Such a rigid wall therefore costs more than turning together, and its field factor would be about 280 instead of 347. But the wall width $\pi\sqrt{A/K}$ is 24 nm, nearly the size of the disc, so these wall figures are estimates of scale and do not prove that the disc turns uniformly. Between the two routes lies a gentle twist across the disc. At the barrier top it costs exchange energy in proportion to $Ak^2$ and gains anisotropy energy in proportion to $K$, where the smallest wavenumber for a disc of radius $r$ with free edges is $k=1.84/r$. If the magnetostatic energy is absorbed into a local $K$, the twist pays when $Ak^2<K$, that is, above a diameter of $3.68\sqrt{A/K}\approx28$ nm. The part of the magnetostatic energy that depends on the shape of the twist favours it further and lowers the limit by roughly 5 nm at fixed $K$ (by 6 to 7 nm if the material is held fixed, since $K$ then grows as the disc shrinks). An exchange stiffness of 12 instead of 10 pJ/m raises the limit by only 2 to 3 nm. The 30 nm disc is thus past the limit in both cases, and its easiest route is probably non-uniform, with a barrier below the macrospin value. The factor of 347 belongs to the macrospin model and is not established for this disc. A stiffer exchange would suit the model better: for this disc the twist stops paying above roughly 17 pJ/m, and the stiffness of such thin layers is uncertain enough that this cannot be excluded. So would a smaller disc of the same material, but its barrier would be well below $60\,kT$. If a stronger anisotropy restored the barrier at the same thickness, $K$ would grow as the inverse square of the diameter and the limit $3.68\sqrt{A/K}$ would shrink along with the disc, so little would be gained.

## Numbers as computed

```
Zero-field barrier: 60.00 kT
Stray field / anisotropy field: 0.050
Temperature: 300.0 K
Diameter: 30.0 nm
Thickness: 2.0 nm
Magnetisation: 1000 kA/m
Gilbert damping: 0.010
Volume: 1413.7 nm^3
Magnetic moment: 1.4137e-18 A m^2
Thermal energy kT: 25.852 meV
Barrier energy: 1.5511 eV
Anisotropy field B_K: 351.6 mT
Stray field: 17.58 mT
Angle of barrier top: 87.13 degrees
Barrier with stray field: 54.150 kT
Barrier reduction: 5.850 kT
Boltzmann shortening: 347.2 times
Linear-term-only estimate: 403.4 times
Attempt-rate ratio, stray/free: 0.9476
Full shortening, formula: 329.0 times
Full shortening, quadrature: 328.7 times
Lengthening if parallel to field: 447.2 times
Attempt rate without field: 2.705e+09 1/s
Attempt rate with field: 2.564e+09 1/s
Mean retention without field: 1.361e+09 years
Mean retention with field: 4.140e+06 years
Array size: 1.0e+09 bits
Storage time: 10.0 years
Expected flips without field: 7.35 bits
Expected flips, all bits opposed: 2416 bits
Hot operating temperature: 358.15 K
Hot zero-field barrier: 50.26 kT
Hot Boltzmann shortening by field: 134.3 times
Hot retention with field: 6.898e+02 years
Hot, further 10% barrier loss: 93.3 times shorter
Field tilt: 10.0 degrees
Barrier with tilted field: 53.201 kT
Tilted Boltzmann factor alone: 897 times
Pass depth below mean ring energy: 1.04 kT
Exchange stiffness: 10.0 pJ/m
Domain-wall width: 23.7 nm
Wall barrier without field: 76.8 kT
Wall barrier with field: 71.2 kT
Wall Boltzmann shortening: 277 times
Quantum scale hbar*gamma*B_K/k: 0.473 K
Test barrier for spectrum: 12.0 kT
Eigenvalue / sum of escape rates: 1.0002
```
